\section*{Solomon echoes of spin 5/2 from ratios of quadrupole frequencies}

\section*{Question}

I am trying to derive the Solomon echoes of a spin $I=5/2$. Two radiofrequency pulses are separated by $\tau$, and the satellites are broadened by a static spread of quadrupole couplings. After the second pulse there should be "allowed" echoes at $\tau/2$, $\tau$ and $2\tau$, and "forbidden" ones at $3\tau/2$ and $3\tau$.

The satellites lie at $\pm1$ and $\pm2$ times a common frequency. If a spin precesses at one satellite frequency before the second pulse and at another after it, I get the ratios $1/2$, $1$ and $2$. But no two satellites have the ratio $3/2$ or $3$. Where does the 3 come from, what is forbidden about these echoes, and how large should they be?

\section*{Answer}

The 3 is the frequency of a coherence that is not a satellite. During $\tau$ the spin may be in a superposition of levels differing by two or three units of $m$. Such a coherence gives no direct signal, but it acquires phase, and the second pulse can convert it into observable magnetization.

\subsection*{Frequencies}

Take a high field, work on resonance in the rotating frame, and keep the first-order quadrupole coupling:
\begin{equation}
\frac{H_Q}{\hbar}=\pi\nu_Q\left[I_z^2-\frac{I(I+1)}{3}\right].
\end{equation}
The frequency $\nu_Q$ is constant in time at each nucleus but varies over the sample. Relaxation, dipolar coupling and, for now, magnetic broadening are left out. The constant in the bracket shifts all levels equally and drops out. A density-matrix element then evolves as
\begin{equation}
\rho_{jk}(\tau)=\rho_{jk}(0)\,e^{-i\pi\nu_Q(j^2-k^2)\tau}
=\rho_{jk}(0)\,e^{-2\pi i f\nu_Q\tau},\qquad f=\frac{j^2-k^2}{2}.
\end{equation}
For $I=5/2$, $m^2$ takes only the values $25/4$, $9/4$ and $1/4$. Half their differences give every possible $|f|$:
\begin{equation}
\begin{array}{c|c|c}
|f| & \text{levels} & \text{order } |j-k|\\ \hline
0 & m,\,-m & 1,3,5\\
1 & \pm3/2,\ \pm1/2 & 1,2\\
2 & \pm5/2,\ \pm3/2 & 1,4\\
3 & \pm5/2,\ \pm1/2 & 2,3
\end{array}
\end{equation}
The signs in each pair of levels are independent. The value 3 needs levels $\pm5/2$ and $\pm1/2$, which are never neighbours, so it is absent from the single-quantum spectrum.

The coil detects only neighbouring levels, through $\mathrm{Tr}(I_+\rho)=\sum_m (I_+)_{m+1,m}\,\rho_{m,m+1}$. During detection
\begin{equation}
\rho_{m,m+1}\propto e^{-i\pi\nu_Q[m^2-(m+1)^2]t}=e^{2\pi i q\nu_Q t},\qquad q=m+\tfrac12=0,\pm1,\pm2 .
\end{equation}

\subsection*{Echo times}

Let $t=0$ at the end of the second pulse. A path from element $jk$ to element $m,m+1$ has the phase
\begin{equation}
\phi=2\pi\nu_Q(qt-f\tau).
\end{equation}
Nuclei with different $\nu_Q$ come into phase when the bracket vanishes:
\begin{equation}
t_e=\frac{f}{q}\,\tau .
\end{equation}
Both signs of $f$ are present because $\rho$ is Hermitian, so a positive time exists for each pair of nonzero magnitudes:
\begin{align}
|f|=1:&\quad t_e=\tau,\ \tau/2,\\
|f|=2:&\quad t_e=2\tau,\ \tau,\\
|f|=3:&\quad t_e=3\tau,\ 3\tau/2 ,
\end{align}
where the first entry has $|q|=1$ and the second $|q|=2$. Single-quantum coherence supplies the first two lines, and double- or triple-quantum coherence supplies the third. Fourth-order coherence has $|f|=2$ and adds no new time.

The remaining cases are not delayed echoes. With $f=0$ and $q\neq0$ the signal starts in phase at $t=0$ and decays. With $f\neq0$ and $q=0$ it never refocuses. With $f=q=0$ it is a constant from the central transition.

\subsection*{What "forbidden" means}

Thermal equilibrium is proportional to $I_z$. An ideal $90^\circ$ pulse about $y$ turns it into $I_x=(I_++I_-)/2$, which has only single-quantum elements. The last line is then empty. It is this preparation that forbids the echoes at $3\tau/2$ and $3\tau$. They appear when $H_Q$ acts during the first pulse. A long second pulse does not replace this, since it cannot change which coherences existed during $\tau$.

\subsection*{Amplitudes of the allowed echoes}

Let the second pulse be an ideal $90^\circ$ rotation $R$ about $x$. Its elements are $R_{mj}=i^{m-j}d_{mj}$, where $d$ is the real matrix for $90^\circ$ about $y$. To find $d$, build spin $5/2$ from five spins $1/2$, with $u$ for up and $v$ for down. The rotation sends $u\to(u+v)/\sqrt2$ and $v\to(v-u)/\sqrt2$, so column $k$ follows from the coefficients of
\begin{equation}
2^{-5/2}(u+v)^{5/2+k}(v-u)^{5/2-k}.
\end{equation}
The coefficient of $u^Av^B$, with $A=5/2+m$ and $B=5/2-m$, is multiplied by $\sqrt{A!B!/[(5/2+k)!(5/2-k)!]}$ to normalize the states. For rows $m=5/2,3/2,1/2$ this gives
\begin{equation}
\sqrt{32}\,d=
\begin{array}{c|ccc}
 & k=5/2 & k=3/2 & k=1/2\\ \hline
m=5/2 & 1 & -\sqrt5 & \sqrt{10}\\
m=3/2 & \sqrt5 & -3 & \sqrt2\\
m=1/2 & \sqrt{10} & -\sqrt2 & -2
\end{array}
\end{equation}
Replacing $u$ by $-u$, or exchanging $u$ and $v$, in the polynomial gives the other elements:
\begin{equation}
d_{m,-k}=(-1)^{5/2+m}d_{mk},\qquad d_{-m,k}=(-1)^{5/2-k}d_{mk}.
\end{equation}
Two consequences are needed:
\begin{align}
d_{m,-j}\,d_{m+1,-k}&=-d_{mj}\,d_{m+1,k},\label{flip}\\
d_{-m-1,-k}\,d_{-m,-j}&=(-1)^{j+k}d_{mj}\,d_{m+1,k}.\label{pair}
\end{align}

Divide the signal by $N=\mathrm{Tr}\,I_x^2=35/2$, so that full transverse magnetization gives 1. Each path has the amplitude
\begin{equation}
\frac1N(I_+)_{m+1,m}R_{mj}\rho_{jk}R^*_{m+1,k}
=\frac1N(I_+)_{m+1,m}\,i^{\,k-j-1}d_{mj}d_{m+1,k}\,\rho_{jk}.
\end{equation}
Write $C_q=(I_+)_{q+1/2,q-1/2}=\sqrt{9-q^2}$, so $C_0=3$, $C_1=\sqrt8$ and $C_2=\sqrt5$. For $q>0$ and $f>0$, two single-quantum elements of $I_x$ contribute, each equal to $C_f/2$:

\begin{itemize}
\item $(j,k)=(f+\frac12,f-\frac12)$, with phase factor $i^{-2}=-1$;
\item $(j,k)=(-f-\frac12,-f+\frac12)$, with phase factor $i^0=1$.
\end{itemize}

By (\ref{flip}) they add. The paths with $q$ and $f$ both reversed are equal to these by (\ref{pair}), because $j+k=2f$ is even, and they double the sum:
\begin{equation}
A_{qf}=-\frac{2C_qC_f}{N}\,d_{q-1/2,f+1/2}\,d_{q+1/2,f-1/2}.
\end{equation}
Inserting the table,
\begin{align}
A(2\tau)=A_{12}&=\frac{2}{N}\sqrt{40}\,\frac{3\sqrt{10}}{32}=\frac{15/4}{35/2}=\frac{3}{14},\\
A(\tau/2)=A_{21}&=\frac{2}{N}\sqrt{40}\,\frac{3\sqrt{10}}{32}=\frac{3}{14},\\
A(\tau)=A_{11}+A_{22}&=\frac{2}{N}\left(8\cdot\frac{2}{32}+5\cdot\frac{5}{32}\right)=\frac{41/16}{35/2}=\frac{41}{280}.
\end{align}
For $q=f=0$ the two elements again add, but there is no separate reversed pair. With $d_{-1/2,1/2}\,d_{1/2,-1/2}=-4/32$, the constant is $(9/N)(4/32)=9/140$.

For a Gaussian $\nu_Q$ of zero mean and standard deviation $\sigma$, let $s=t-t_e$. Opposite phases combine into a cosine, whose average is
\begin{equation}
\langle\cos(2\pi q\nu_Qs)\rangle=e^{-x^2/2},\qquad x=2\pi|q|\sigma s .\label{gauss}
\end{equation}
The echo at $\tau/2$ is therefore half as wide as that at $2\tau$. The echo at $\tau$ is a sum of both widths.

\subsection*{How the first pulse makes the missing coherence}

Now let the first pulse last $t_p$, and work to first order in $\nu_Qt_p$. When an angle $\theta$ of the rotation remains, the coupling changes $\rho$ by $-i\pi\nu_Q[I_z^2,\rho]\,dt$. The rest of the pulse carries $\rho$ to $I_x$ and $I_z$ to $I_n=I_z\cos\theta+I_x\sin\theta$. With $[I_z,I_x]=iI_y$ and $\{A,B\}=AB+BA$,
\begin{equation}
[I_n^2,I_x]=I_n[I_n,I_x]+[I_n,I_x]I_n=i\cos\theta\,\{I_n,I_y\}.
\end{equation}
Since the rotation is uniform, $dt$ corresponds to $(2t_p/\pi)\,d\theta$. Summing over the pulse,
\begin{align}
\delta\rho&=2\nu_Qt_p\int_0^{\pi/2}\!\cos\theta\left[\cos\theta\{I_z,I_y\}+\sin\theta\{I_x,I_y\}\right]d\theta\nonumber\\
&=\frac{\pi}{2}\nu_Qt_p\{I_z,I_y\}+\nu_Qt_p\{I_x,I_y\}.\label{drho}
\end{align}
The integrals are $\pi/4$ and $1/2$. The second term is double-quantum, because $\{I_x,I_y\}=(I_+^2-I_-^2)/(2i)$.

The first term is what free evolution for a time $t_p/2$ would add to $I_x$, since $-i\pi\nu_Q(t_p/2)[I_z^2,I_x]=(\pi/2)\nu_Qt_p\{I_z,I_y\}$. To this order the single-quantum paths therefore behave as if the first interval were $\tau+t_p/2$. The double-quantum elements with $|f|=1$ add a further first-order term at $\tau/2$ and $\tau$. They have odd $j+k$, so by the argument of the next section this term is odd about the echo centre and in quadrature with the main echo. It enters the squared signal only at second order and does not move its centre at first order.

Triple-quantum coherence needs a product of three spin operators. The first-order result contains only two, so it can start no earlier than second order.

\subsection*{Size and shape of the forbidden echoes}

Take $f=3$ and $q>0$ in the double-quantum term. The matrix element of $I_+^2$ between $1/2$ and $5/2$ is $W=\sqrt5\sqrt8=\sqrt{40}$. The contributing elements are:

\begin{itemize}
\item $(5/2,1/2)$: $\rho_{jk}=-\frac i2W\nu_Qt_p$ and phase factor $i^{-3}=i$, product $+\frac12W\nu_Qt_p$;
\item $(-5/2,-1/2)$: $\rho_{jk}=+\frac i2W\nu_Qt_p$ and phase factor $i$, product $-\frac12W\nu_Qt_p$.
\end{itemize}

By (\ref{flip}) they add. For the reversed paths, however, $j+k=3$ is odd, so (\ref{pair}) gives the opposite sign. The two exponentials now form a sine:
\begin{equation}
S=\frac{2i\,C_qW}{N}\,d_{q-1/2,5/2}\,d_{q+1/2,1/2}\;\nu_Qt_p\sin(2\pi q\nu_Qs).
\end{equation}
Differentiating (\ref{gauss}) with respect to $2\pi qs$ gives $\langle\nu_Q\sin(2\pi q\nu_Qs)\rangle=\sigma x e^{-x^2/2}$. Hence
\begin{equation}
\langle S\rangle=i\,c\,\sigma t_p\,x\,e^{-x^2/2},\label{forb}
\end{equation}
with
\begin{align}
c(3\tau)&=\frac{2}{N}\sqrt8\sqrt{40}\,\frac{\sqrt{10}\sqrt2}{32}=\frac{5}{35/2}=\frac27,\\
c(3\tau/2)&=\frac{2}{N}\sqrt5\sqrt{40}\,\frac{\sqrt5\sqrt{10}}{32}=\frac{25/4}{35/2}=\frac{5}{14}.
\end{align}
At leading order, then, the forbidden echo is zero at its centre, for any distribution of $\nu_Q$. For the zero-mean Gaussian it has two lobes of opposite sign at $x=\pm1$; a distribution with nonzero mean modulates the pattern and moves the extrema. For the pulse phases used here ($y$, then $x$) it lies in the receiver channel in quadrature with the allowed echoes. If the second $90^\circ$ pulse is about $y$ as well, the phase factors are all 1: the single-quantum paths then cancel by (\ref{flip}), while the forbidden echoes keep their size and move to the other channel. Its "time" is the centre of this pattern, not a maximum.

\subsection*{A numerical case}

Choose $\tau=100\ \mu$s, $\sigma=40$ kHz with zero mean, and a first pulse of $2\ \mu$s, so $\sigma t_p=0.080$. The second pulse stays ideal. These are model parameters, not those of a particular crystal. Propagating the full density matrix and averaging over $\nu_Q$ gives the centres of the squared signal and the greatest magnitudes, with the constant removed:
\begin{equation}
\begin{array}{c|c|c|c}
t_e/\tau & \text{centre }(\mu\text{s}) & \text{height} & \text{height, ideal}\\ \hline
1/2 & 50.49 & 0.207 & 0.214\\
1 & 100.98 & 0.147 & 0.146\\
3/2 & 150.96 & 0.016 & \text{none}\\
2 & 201.92 & 0.221 & 0.214\\
3 & 301.91 & 0.013 & \text{none}
\end{array}
\end{equation}
The ideal heights agree with $3/14$, $41/280$ and $3/14$. In the finite-pulse case the allowed centres should lie at $t_e/\tau$ times $\tau+t_p/2=101\ \mu$s, that is at $50.5$, $101$ and $202\ \mu$s, as they nearly do. The forbidden echoes are shifted too, by about $1$ and $2\ \mu$s; I have not derived those shifts.

The shifts do not spoil the ratios. For a given pulse, each path's average depends on time only through $t-(f/q)\tau$, so its pattern moves rigidly when $\tau$ changes. Going from $\tau=100$ to $140\ \mu$s moves the five centres with slopes $0.5$, $1$, $1.5$, $2$ and $3$.

At $x=1$, equation (\ref{forb}) predicts lobe heights
\begin{equation}
\frac{5}{14}(0.080)e^{-1/2}=0.0173,\qquad \frac27(0.080)e^{-1/2}=0.0139 .
\end{equation}
The computed $0.0158$ and $0.0126$ are about 9\% below these values. The difference comes from higher orders in $\nu_Qt_p$, which the formula omits, and it shrinks as the pulse is shortened. For a pulse of $0.02\ \mu$s, the computed lobes agree with the formula to the four digits printed. For the $2\ \mu$s pulse the zero at the centre is partly filled in: the second-order triple-quantum paths add an in-phase part there of about a quarter of the predicted lobe height.

The cause can be tested by deleting coherences after the first pulse. With only order 1 kept, the forbidden echoes vanish. With only order 2 kept, they remain, together with echoes at $\tau/2$ and $\tau$ from $|f|=1$. With only order 3 kept, $3\tau/2$ and $3\tau$ alone survive. Halving a small $\nu_Qt_p$ reduces the triple-quantum part by a factor of 4, so it does start at second order. An ideal first pulse followed by a $2\ \mu$s second pulse gives only the allowed times. The numerical output lists these checks.

\subsection*{When the pattern changes}

The echoes are separate only if their widths, of order $1/(2\pi|q|\sigma)$, are much shorter than their spacing. Here the widths are $4.0$ and $2.0\ \mu$s, against a smallest spacing of $50\ \mu$s. If all nuclei had the same $\nu_Q$, there would be no dephasing to undo, and the signal would show beats instead of echoes.

A spread of magnetic offsets $\Delta$, independent of $\nu_Q$, is a more selective limit. The term $2\pi\Delta I_z$ adds the phase $2\pi\Delta[t-(j-k)\tau]$. For $q\neq0$, full refocusing then needs
\begin{equation}
t=\frac fq\tau\qquad\text{and}\qquad t=(j-k)\tau .
\end{equation}
The times $\tau/2$ and $3\tau/2$ fail because $j-k$ is an integer. The time $2\tau$ would need a double-quantum coherence with $|f|=2$ or $4$, but double-quantum coherences have $|f|=1$ or $3$. Two times satisfy both conditions: $\tau$, through single-quantum coherence, and $3\tau$, through triple-quantum coherence with $|f|=3$ and $|q|=1$. Paths with $f=q=0$ carry no quadrupole phase and need only the second condition. The former constant therefore becomes central-transition echoes at $\tau$ (levels $1/2,-1/2$), $3\tau$ (levels $3/2,-3/2$, again triple-quantum) and $5\tau$ (levels $5/2,-5/2$). The last needs a product of five spin operators and can start no earlier than fourth order in $\nu_Qt_p$. Strong magnetic broadening therefore suppresses the echoes at $\tau/2$, $3\tau/2$ and $2\tau$ and removes the double-quantum contribution at $3\tau$. What is left there is of second order in $\nu_Qt_p$ when the first pulse is short. This last case follows from the phase conditions and was not simulated.

\section*{Computed values}
\begin{verbatim}
tau = 100 us; second tau for slopes = 140 us
sigma of nu_Q = 40 kHz; mean nu_Q = 0 kHz
finite 90-degree pulse = 2.0 us
its nutation frequency = 125 kHz
sigma*t_p = 0.080 (dimensionless)
order 1: |f| = 0, 1, 2
order 2: |f| = 1, 3
order 3: |f| = 0, 3
order 4: |f| = 2
order 5: |f| = 0
allowed t/tau: 1/2, 1, 2
forbidden t/tau: 3/2, 3
Ideal pulses: centre (us), slope, height / Tr(Ix^2)
     50.00   0.5000   0.21429
    100.00   1.0000   0.14643
    200.00   2.0000   0.21429
constant central-transition signal = 0.06429
Finite first pulse: centre (us), slope, height / Tr(Ix^2)
     50.49   0.5000   0.20702
    100.98   1.0000   0.14734
    150.96   1.5000   0.01579
    201.92   2.0000   0.22115
    301.91   3.0000   0.01263
slopes, finite second pulse only: 0.500 1.000 2.000
slopes, only order 1 kept: 0.500 1.000 2.000
slopes, only order 2 kept: 0.500 1.000 1.500 3.000
slopes, only order 3 kept: 1.500 3.000
DQ formula: relative error 3.9e-03 at nu_Q*t_p = 0.001
TQ norm ratio on halving nu_Q*t_p = 4.000
Lobes of forbidden echoes, first pulse 0.02 us:
  t/tau 1.5: offset 1.99 us, found 1.733e-04, formula 1.733e-04
  t/tau 3.0: offset 3.98 us, found 1.386e-04, formula 1.386e-04
\end{verbatim}
